**Real and imaginary coupling coefficients in the real harmonic basis**

The program transforms Clebsch–Gordan coefficients $C$ to real harmonics and obtains the tensor $G$, which is real for even $l_1+l_2+l_3$ and purely imaginary for odd sums. The repaired tensor $R$ equals $G$ for even sums and $-iG$ for odd sums. For all 34 allowed triples with $l\le3$, the program asserts this phase rule, the normalization of $R$, the exchange sign, and equivariance under one rotation and one improper transformation. It also finds the invariant tensor of each triple in real arithmetic, from numerical rotation matrices without Clebsch–Gordan coefficients, and asserts that it agrees with $R$ up to sign and scale. Integrals of three real harmonics are computed by quadrature and compared with the coupling formula, and the $l\otimes1\to l$ coupling is compared with $L_z$ from finite differences. The output shows the cross product appearing as an imaginary vector, a pseudoscalar that changes sign in a mirror, and a loss of 31.25 percent of the squared norm when only $\mathrm{Re}\,G$ is kept for one pair of rank-2 features. All features are dimensionless model values.

## Program and output

```python
"""
Result under test: Clebsch-Gordan coefficients transformed to real harmonics,
  G = sum U3 C conj(U1) conj(U2),
are real for even l1+l2+l3 and purely imaginary for odd l1+l2+l3.
R = G (even) or R = -i G (odd) is a real equivariant coupling tensor.
U: matrix from complex harmonics Y (Condon-Shortley) to real harmonics S.
D: real matrix with S(O r) = D S(r) for an orthogonal 3x3 matrix O.
Component order is mu = -l..l, hence (y, z, x) for l = 1.
All quantities are dimensionless.
"""
from functools import lru_cache
from math import factorial, pi, sqrt
import numpy as np
from scipy.special import lpmv
from scipy.spatial.transform import Rotation
from sympy.physics.wigner import clebsch_gordan

rng = np.random.default_rng(7)


def angles(points):
    unit = points / np.linalg.norm(points, axis=1)[:, None]
    return unit[:, 2], np.arctan2(unit[:, 1], unit[:, 0])


def theta_part(l, m, cos_theta):
    norm = sqrt((2*l + 1) / (4*pi) * factorial(l - m) / factorial(l + m))
    return norm * lpmv(m, l, cos_theta)


def complex_harmonics(l, points):
    ct, phi = angles(points)
    Y = np.zeros((2*l + 1, len(points)), complex)
    for m in range(l + 1):
        value = theta_part(l, m, ct) * np.exp(1j*m*phi)
        Y[l - m] = (-1)**m * value.conj()
        Y[l + m] = value
    return Y


def real_harmonics(l, points):
    ct, phi = angles(points)
    S = np.zeros((2*l + 1, len(points)))
    S[l] = theta_part(l, 0, ct)
    for m in range(1, l + 1):
        radial = sqrt(2) * (-1)**m * theta_part(l, m, ct)
        S[l + m] = radial * np.cos(m*phi)
        S[l - m] = radial * np.sin(m*phi)
    return S


def to_real(l):
    U = np.zeros((2*l + 1, 2*l + 1), complex)
    U[l, l] = 1
    for m in range(1, l + 1):
        U[l + m, l - m] = 1 / sqrt(2)
        U[l + m, l + m] = (-1)**m / sqrt(2)
        U[l - m, l - m] = 1j / sqrt(2)
        U[l - m, l + m] = -1j * (-1)**m / sqrt(2)
    return U


@lru_cache(None)
def cg_tensor(l1, l2, l3):
    C = np.zeros((2*l1 + 1, 2*l2 + 1, 2*l3 + 1))
    for m1 in range(-l1, l1 + 1):
        for m2 in range(-l2, l2 + 1):
            m3 = m1 + m2
            if abs(m3) <= l3:
                C[l1 + m1, l2 + m2, l3 + m3] = float(
                    clebsch_gordan(l1, l2, l3, m1, m2, m3))
    return C


def transform(l1, l2, l3, phased=False):
    """Coupling tensor in the real basis; phased: start from i^l Y."""
    U1, U2, U3 = [to_real(l) * ((-1j)**l if phased else 1)
                  for l in (l1, l2, l3)]
    return np.einsum('abc,ia,jb,kc->ijk', cg_tensor(l1, l2, l3),
                     U1.conj(), U2.conj(), U3)


@lru_cache(None)
def real_coupling(l1, l2, l3):
    R = transform(l1, l2, l3) * (-1j if (l1 + l2 + l3) % 2 else 1)
    assert np.abs(R.imag).max() < 1e-12
    return R.real


def couple(T, x, y):
    return np.einsum('abc,a,b->c', T, x, y)


sample = rng.normal(size=(60, 3))


def rotation_matrix(l, O):
    return real_harmonics(l, sample @ O.T) @ np.linalg.pinv(
        real_harmonics(l, sample))


# The basis change reproduces independently written real harmonics.
for l in range(5):
    U = to_real(l)
    assert np.allclose(U @ complex_harmonics(l, sample),
                       real_harmonics(l, sample), atol=1e-12)
    assert np.allclose(U @ U.conj().T, np.eye(2*l + 1))
unit_sample = sample / np.linalg.norm(sample, axis=1)[:, None]
assert np.allclose(real_harmonics(1, sample),
                   sqrt(3/(4*pi)) * unit_sample[:, [1, 2, 0]].T)

lmax = 3
triples = [(i, j, k) for i in range(lmax + 1) for j in range(lmax + 1)
           for k in range(abs(i - j), min(i + j, lmax) + 1)]
rotations = [Rotation.from_rotvec(v).as_matrix() for v in
             ([0.7, 1.1, -0.4], [-1.3, 0.5, 0.9], [0.3, -0.8, 1.9])]
mirror = np.diag([-1.0, 1.0, 1.0])
Ds = [[rotation_matrix(l, O) for l in range(lmax + 1)] for O in rotations]
improper = mirror @ rotations[0]
D_improper = [rotation_matrix(l, improper) for l in range(lmax + 1)]

# Product quadrature on the sphere for integrals of three harmonics.
nodes, weights = np.polynomial.legendre.leggauss(12)
phis = 2*pi*np.arange(24)/24
ct, ph = [g.ravel() for g in np.meshgrid(nodes, phis, indexing='ij')]
st = np.sqrt(1 - ct**2)
grid = np.column_stack((st*np.cos(ph), st*np.sin(ph), ct))
grid_weight = np.repeat(weights, 24) * 2*pi/24
S_grid = [real_harmonics(l, grid) for l in range(lmax + 1)]

count = [0, 0]
largest_real, largest_imag, largest_gaunt = [0., 0.], [0., 0.], [0., 0.]
for l1, l2, l3 in triples:
    odd = (l1 + l2 + l3) % 2
    G = transform(l1, l2, l3)
    R = real_coupling(l1, l2, l3)
    count[odd] += 1
    largest_real[odd] = max(largest_real[odd], np.abs(G.real).max())
    largest_imag[odd] = max(largest_imag[odd], np.abs(G.imag).max())
    assert np.allclose(G.conj(), (-1)**odd * G, atol=1e-12)
    assert np.abs(transform(l1, l2, l3, True).imag).max() < 1e-12
    assert np.allclose(np.einsum('abc,abd->cd', R, R), np.eye(2*l3 + 1))
    # Exchange of the two inputs.
    assert np.allclose(real_coupling(l2, l1, l3).transpose(1, 0, 2),
                       (-1)**odd * R, atol=1e-12)
    # Invariant tensors found in real arithmetic, without Clebsch-Gordan.
    size = R.size
    defect = np.zeros((size, size))
    for D in Ds:
        K = np.kron(np.kron(D[l1], D[l2]), D[l3]) - np.eye(size)
        defect += K.T @ K
    values, vectors = np.linalg.eigh(defect)
    assert abs(values[0]) < 1e-10
    assert size == 1 or values[1] > 1e-4
    overlap = abs(vectors[:, 0] @ R.ravel()) / np.linalg.norm(R)
    assert abs(overlap - 1) < 1e-8
    # Proper and improper transformations of natural-parity features.
    x, y = rng.normal(size=2*l1 + 1), rng.normal(size=2*l2 + 1)
    for D, sign in ((Ds[0], 1), (D_improper, (-1)**odd)):
        assert np.allclose(couple(R, D[l1] @ x, D[l2] @ y),
                           sign * D[l3] @ couple(R, x, y), atol=1e-10)
    # Integral of three real harmonics against the coupling formula.
    gaunt = np.einsum('ap,bp,cp,p->abc', S_grid[l1], S_grid[l2],
                      S_grid[l3], grid_weight)
    factor = sqrt((2*l1 + 1)*(2*l2 + 1)/(4*pi*(2*l3 + 1)))
    factor *= cg_tensor(l1, l2, l3)[l1, l2, l3]
    assert np.allclose(gaunt, factor * G, atol=1e-12)
    largest_gaunt[odd] = max(largest_gaunt[odd], np.abs(gaunt).max())
assert largest_imag[0] < 1e-12 and largest_real[1] < 1e-12
assert largest_imag[1] > 0.1 and largest_gaunt[1] < 1e-12

# L_z = -i d/dphi from finite rotations, against the l x 1 -> l coupling.
step = 1e-4
for l in (1, 2, 3):
    plus, minus = [rotation_matrix(l, Rotation.from_rotvec(
        [0, 0, s*step]).as_matrix()) for s in (1, -1)]
    Lz = -1j * ((plus - minus) / (2*step)).T
    assert np.allclose(transform(l, 1, l)[:, 1, :] * sqrt(l*(l + 1)),
                       Lz, atol=1e-6)  # finite-difference error

print("[1] marks a dimensionless number")
print(f"largest l in the list of triples: {lmax} [1]")
for odd, name in enumerate(("even", "odd")):
    print(f"{name} sum: number of triples = {count[odd]} [1]")
    print(f"{name} sum: max |Re G| = {largest_real[odd]:.6f} [1]")
    print(f"{name} sum: max |Im G| = {largest_imag[odd]:.6f} [1]")
    print(f"{name} sum: max |triple integral| = "
          f"{largest_gaunt[odd]:.6f} [1]")


def show(vector):
    return "(" + ", ".join(f"{v + 0.0:.6f}" for v in vector) + ")"


# Vectors: cross product and pseudoscalar.
a, b, c = np.array([[1., 2, 3], [2, -1, 1], [0, 1, 2]])
to_feature = [1, 2, 0]
to_xyz = [2, 0, 1]
G111, R111 = transform(1, 1, 1), real_coupling(1, 1, 1)
raw = couple(G111, a[to_feature], b[to_feature])[to_xyz]
fixed = couple(R111, a[to_feature], b[to_feature])[to_xyz]
assert np.allclose(raw, 1j*np.cross(a, b)/sqrt(2))
assert np.allclose(fixed, np.cross(a, b)/sqrt(2))
print("a (x,y,z) =", show(a), "[1]")
print("b (x,y,z) =", show(b), "[1]")
print("c (x,y,z) =", show(c), "[1]")
print("a cross b (x,y,z) =", show(np.cross(a, b)), "[1]")
print("raw 1x1->1, real part =", show(np.round(raw.real, 12)), "[1]")
print("raw 1x1->1, imaginary part =", show(raw.imag), "[1]")
print("repaired 1x1->1 =", show(fixed), "[1]")

T_abs, O, D1 = np.abs(G111), rotations[0], Ds[0][1]
before = couple(T_abs, D1 @ a[to_feature], D1 @ b[to_feature])
after = D1 @ couple(T_abs, a[to_feature], b[to_feature])
abs_error = np.linalg.norm(before - after) / np.linalg.norm(after)
assert abs_error > 0.01
print("test rotation vector =",
      show(Rotation.from_matrix(O).as_rotvec()), "rad")
print(f"relative equivariance error of |G| = {abs_error:.4f} [1]")


def pseudoscalar(u, v, w):
    inner = couple(R111, u[to_feature], v[to_feature])
    return couple(real_coupling(1, 1, 0), inner, w[to_feature])[0]


chiral = pseudoscalar(a, b, c)
mirrored = pseudoscalar(mirror @ a, mirror @ b, mirror @ c)
triple = np.linalg.det(np.array([a, b, c]))
assert np.isclose(chiral, -triple/sqrt(6)) and np.isclose(mirrored, -chiral)
print(f"triple product (a cross b).c = {triple:.6f} [1]")
print(f"coupled pseudoscalar = {chiral:.6f} [1]")
print(f"same after mirror x -> -x = {mirrored:.6f} [1]")

# Two l = 2 features coupled to every L.
A = np.array([1., 0, 2, 0, -1])
B = np.array([0., 1, 1, -1, -1])
print("A (mu=-2..2) =", show(A), "[1]")
print("B (mu=-2..2) =", show(B), "[1]")
norms_AB = []
for L in range(5):
    R = real_coupling(2, 2, L)
    AB, BA, AA = couple(R, A, B), couple(R, B, A), couple(R, A, A)
    assert np.allclose(BA, (-1)**L * AB)
    if L % 2:
        assert np.allclose(AA, 0) and np.linalg.norm(AB) > 0.1
    norms_AB.append(AB @ AB)
    print(f"L={L}: squared norm A x B = {AB @ AB:.6f}, "
          f"A x A = {AA @ AA:.6f} [1]")
total = (A @ A) * (B @ B)
odd_part = norms_AB[1] + norms_AB[3]
assert np.isclose(sum(norms_AB), total)
assert np.isclose(odd_part, (total - (A @ B)**2)/2)
print(f"|A|^2 = {A @ A:.6f}, |B|^2 = {B @ B:.6f}, "
      f"A.B = {A @ B:.6f} [1]")
print(f"sum over L of squared norms = {sum(norms_AB):.6f} [1]")
print(f"odd-L part = {odd_part:.6f} [1]")
print(f"odd-L share lost by Re G = {100*odd_part/total:.4f} percent")


# Unequal input ranks: a vector and a quadrupole.
def quadrupole(v):
    return sqrt(4*pi/5) * (v @ v) * real_harmonics(2, v[None, :])[:, 0]


R122, R212 = real_coupling(1, 2, 2), real_coupling(2, 1, 2)
with_b = couple(R122, a[to_feature], quadrupole(b))
with_a = couple(R122, a[to_feature], quadrupole(a))
swapped = couple(R212, quadrupole(b), a[to_feature])
assert np.linalg.norm(with_b) > 0.1 and np.allclose(with_a, 0, atol=1e-12)
assert np.allclose(swapped, -with_b)
print("1x2->2, a with quadrupole of b =", show(with_b), "[1]")
print("2x1->2, order exchanged =", show(swapped), "[1]")
print(f"norm of 1x2->2, quadrupole of b = "
      f"{np.linalg.norm(with_b):.6f} [1]")
print(f"norm of 1x2->2, quadrupole of a = "
      f"{np.linalg.norm(with_a):.6f} [1]")
print("verified")
```

Running it gives:

```
[1] marks a dimensionless number
largest l in the list of triples: 3 [1]
even sum: number of triples = 23 [1]
even sum: max |Re G| = 1.000000 [1]
even sum: max |Im G| = 0.000000 [1]
even sum: max |triple integral| = 0.282095 [1]
odd sum: number of triples = 11 [1]
odd sum: max |Re G| = 0.000000 [1]
odd sum: max |Im G| = 0.866025 [1]
odd sum: max |triple integral| = 0.000000 [1]
a (x,y,z) = (1.000000, 2.000000, 3.000000) [1]
b (x,y,z) = (2.000000, -1.000000, 1.000000) [1]
c (x,y,z) = (0.000000, 1.000000, 2.000000) [1]
a cross b (x,y,z) = (5.000000, 5.000000, -5.000000) [1]
raw 1x1->1, real part = (0.000000, 0.000000, 0.000000) [1]
raw 1x1->1, imaginary part = (3.535534, 3.535534, -3.535534) [1]
repaired 1x1->1 = (3.535534, 3.535534, -3.535534) [1]
test rotation vector = (0.700000, 1.100000, -0.400000) rad
relative equivariance error of |G| = 1.8550 [1]
triple product (a cross b).c = -5.000000 [1]
coupled pseudoscalar = 2.041241 [1]
same after mirror x -> -x = -2.041241 [1]
A (mu=-2..2) = (1.000000, 0.000000, 2.000000, 0.000000, -1.000000) [1]
B (mu=-2..2) = (0.000000, 1.000000, 1.000000, -1.000000, -1.000000) [1]
L=0: squared norm A x B = 1.800000, A x A = 7.200000 [1]
L=1: squared norm A x B = 4.585641, A x A = 0.000000 [1]
L=2: squared norm A x B = 3.581685, A x A = 10.285714 [1]
L=3: squared norm A x B = 2.914359, A x A = 0.000000 [1]
L=4: squared norm A x B = 11.118315, A x A = 18.514286 [1]
|A|^2 = 6.000000, |B|^2 = 4.000000, A.B = 3.000000 [1]
sum over L of squared norms = 24.000000 [1]
odd-L part = 7.500000 [1]
odd-L share lost by Re G = 31.2500 percent
1x2->2, a with quadrupole of b = (3.535534, 7.071068, -6.123724, -3.535534, 10.606602) [1]
2x1->2, order exchanged = (-3.535534, -7.071068, 6.123724, 3.535534, -10.606602) [1]
norm of 1x2->2, quadrupole of b = 15.000000 [1]
norm of 1x2->2, quadrupole of a = 0.000000 [1]
verified
```
